Phonon-induced spin relaxation in a quantum dot through spin-orbit admixture

1. The decision and the result

A calculation of the spin lifetime T1 in a quantum dot needs the phonon matrix element between two states that differ mainly in spin. The decision is how to treat the Zeeman energy in the perturbation sum. If it is dropped from the energy denominators, the sum vanishes. If one of the two admixture terms is dropped instead, the rate comes out far too large and with the wrong power of the field. Both terms must be kept, with the Zeeman energy in each denominator.

For a thin parabolic dot with level spacing E₀ = ħω₀ and Zeeman splitting Δ = |g|μ_B B, the zero-temperature rates derived below are

Γ_pz = 2(e h₁₄)² Λ² Δ⁵ / (35π ħ² ρ E₀⁴) · [1/c_L⁵ + 4/(3c_T⁵)]      (1)

Γ_dp = Ξ² Λ² Δ⁷ / (6π ħ⁴ ρ c_L⁷ E₀⁴)      (2)

for piezoelectric and deformation-potential phonons. Here ρ is the mass density, c_L and c_T are the longitudinal and transverse sound speeds, h₁₄ is the piezoelectric constant in V/m, Ξ is the deformation potential, and Λ is a spin-orbit velocity that depends on the field direction. The laws hold for weak spin-orbit coupling, Δ ≪ E₀, k_BT ≪ Δ, and phonon wavelengths long compared with the dot.

2. Model and conventions

The dot lies in the (001) plane of a zinc-blende crystal, with x along [100] and y along [010]. The field lies in the plane at angle φ from x, along n = (cos φ, sin φ). The dot is taken thin enough for the orbital effect of this field to be neglected, which requires a well width small compared with the magnetic length √(ħ/eB): 26 nm at 1 T, 10 nm at 6 T and 6 nm at 17 T. For a hard-wall well with m = 0.07 m_e the inverse mass perpendicular to the field drops by 0.4% at 6 T and 3% at 17 T for a width of 10 nm, but by 6% and 37% for 20 nm. The Hamiltonian is

H = H₀ + (Δ/2) n·σ + H_SO,   H₀ = p²/2m + mω₀²(x² + y²)/2

H_SO = β(−p_xσ_x + p_yσ_y) + α(p_xσ_y − p_yσ_x).

The Rashba coefficient α and the Dresselhaus coefficient β are velocities; terms cubic in momentum are left out. Collecting the factors of p_x and p_y gives

H_SO = Σ_i p_i (a_i·σ),   a_x = (−β, α),   a_y = (−α, β).

The upper spin state ↑ has n·σ = +1 and the lower state ↓ has n·σ = −1. A change in the sign of g reverses n, which does not alter the rates.

3. The spin-flip matrix element

Let W(r) be the orbital part of the phonon coupling. It does not act on spin, so it can connect the two Zeeman states only because H_SO mixes them with excited orbitals. Let n label the eigenstates of H₀, with energies ε_n above the ground state 0. Since ⟨0|p|0⟩ = 0 for a bound state with a real wave function, first-order admixture involves n ≠ 0. The energy differences are

E(0↑) − E(n↓) = Δ − ε_n,   E(0↓) − E(n↑) = −Δ − ε_n.

Correcting first the initial state 0↑ and then the final state 0↓ gives

M = Σ_i s_i Σ_n [ W_0n (p_i)_n0 / (Δ − ε_n) + (p_i)_0n W_n0 / (−Δ − ε_n) ],   s_i = ⟨↓|a_i·σ|↑⟩.

The commutator [H₀, r_i] = −iħp_i/m means p_i = (im/ħ)[H₀, r_i], and therefore

(p_i)_n0 = (im/ħ) ε_n (r_i)_n0,   (p_i)_0n = −(im/ħ) ε_n (r_i)_0n.

The minus sign in the second relation cancels the overall minus sign of the second denominator:

M = (im/ħ) Σ_i s_i Σ_n ε_n [ W_0n (r_i)_n0 / (Δ − ε_n) + (r_i)_0n W_n0 / (Δ + ε_n) ].      (3)

At Δ = 0 the bracket times ε_n is −W_0n(r_i)_n0 + (r_i)_0n W_n0. Its sum over n is −⟨0|[W, r_i]|0⟩, which is zero because both operators are functions of position. This holds for any confinement potential.

The orbitals of H₀ can be chosen real, and W is a multiplication operator, so W_0n(r_i)_n0 = (r_i)_0n W_n0 for each n. The fractions then combine through

1/(Δ − ε_n) + 1/(Δ + ε_n) = −2Δ/(ε_n² − Δ²),

which gives

M = −(2imΔ/ħ) Σ_i s_i Σ_n ε_n W_0n (r_i)_n0 / (ε_n² − Δ²).      (4)

Equation (4) is the form to implement for a general dot. It avoids subtracting two nearly equal numbers, and the factor Δ is explicit. If complex orbitals are used, the terms of a degenerate shell must be summed together before they are compared with (4).

The zero-field cancellation extends beyond first order in H_SO. Let T be time reversal, with T² = −1 for one electron, and let ψ and Tψ be the degenerate pair at B = 0. For a real potential w(r), which commutes with T, the antiunitary rule ⟨a|b⟩ = ⟨Tb|Ta⟩ gives

⟨ψ|w Tψ⟩ = ⟨T w Tψ|Tψ⟩ = ⟨w T²ψ|Tψ⟩ = −⟨ψ|w Tψ⟩ = 0.

A phonon wave is a complex combination of two real potentials, a cosine and a sine, so its element vanishes too. Exact diagonalization of an anharmonic dot with strong spin-orbit coupling confirms this: the zero-field element is at rounding level. In a small field the element is finite and doubles when the field doubles.

4. The parabolic dot

For emission of a phonon with wave vector q, take W = V_q* exp(−iq·r). The dot length is ℓ = √(ħ/mω₀), and the ground-state density is proportional to exp(−r²/ℓ²). Its Fourier transform is

F = ⟨0|exp(−iq·r)|0⟩ = exp(−q∥²ℓ²/4),

where q∥ is the in-plane part of q. The operator x connects the ground state to one state, 1_x, through x|0⟩ = x₀₁|1_x⟩ with x₀₁² = ħ/(2mω₀) = ℓ²/2. Hence

⟨0|exp(−iq·r)|1_x⟩ = ⟨0|exp(−iq·r) x|0⟩/x₀₁ = (i/x₀₁) ∂F/∂q_x = −i q_x x₀₁ F,

and likewise for y. Insertion into (4) with ε_n = E₀ gives the factor (−2i)(−i) = −2, so that

M = −2mω₀Δ x₀₁² F V_q* Σ_i q_i s_i / (E₀² − Δ²)
  = −V_q* F · ħΔ/(E₀² − Δ²) · Σ_i q_i s_i.      (5)

This is first order in H_SO. It does not require Δ ≪ E₀, but it fails near Δ = E₀. There the upper spin state of the ground orbital meets the lower spin state of the first excited shell, and even weak spin-orbit coupling can mix them strongly. Exact diagonalization agrees with the modulus of (5) within the asserted relative tolerance of 10⁻³, at Δ/E₀ = 0.05 and 0.30.

The first admixture term alone carries 1/(E₀ − Δ) where the full result has 2Δ/(E₀² − Δ²). The net amplitude is therefore smaller by the factor 2Δ/(E₀ + Δ). Physically, a weak static electric field displaces the dot, and at zero Zeeman energy the displaced spin doublet remains a degenerate time-reversed pair. The field therefore has no first-order matrix element within the doublet, which is what a one-phonon rate requires. Moving the dot slowly around a closed loop can still rotate the spin, but that effect is of second order in the field and lies outside the one-phonon rate.

5. Spin factor and field direction

Define the real vector A = Σ_i q_i a_i. Completeness of the two spin states and (A·σ)² = |A|² give

|Σ_i q_i s_i|² = |⟨↓|A·σ|↑⟩|² = |A|² − (A·n)² = |A × n|².

The part of the spin-orbit field along the magnetic field cannot flip the spin. With the vectors of section 2,

A × n = −q_x(β sin φ + α cos φ) − q_y(α sin φ + β cos φ).

The phonon weights found below are unchanged by a 90° rotation about z. This rotation exchanges q_x² and q_y² and reverses the sign of q_xq_y. In the angular average q_x² and q_y² may therefore be replaced by q∥²/2, and the cross term drops out:

|Σ_i q_i s_i|² → (q∥²/2) Λ²,   Λ² = α² + β² + 2αβ sin 2φ.      (6)

The extremes are (α + β)² for a field along [110] and (α − β)² for a field along [1−10], when α and β have the same sign. For α = β the rate in this model vanishes in the second direction. Cubic spin-orbit terms or other mechanisms would then set the lifetime.

6. Phonon potentials

A mode with real unit polarization ξ and frequency ω = cq has displacement amplitude √(ħ/2ρΩω) in a crystal of volume Ω. Sound is treated as elastically isotropic. Write V_q = v √(ħ/2ρΩcq), where v is the electron energy per unit displacement amplitude.

The strain per unit amplitude is (i/2)(q_jξ_k + q_kξ_j). In zinc blende the polarization is P_x = 2e₁₄ε_yz, with cyclic permutations, so

q·P = 2i e₁₄ (q_yq_z ξ_x + q_zq_x ξ_y + q_xq_y ξ_z).

Without free carriers the displacement field has no divergence. For a potential Φ exp(iq·r) the electric field is −iqΦ, and the condition reads ε₀κq²Φ + iq·P = 0. With h₁₄ = e₁₄/(ε₀κ) and unit-vector components q̂_i,

Φ = −iq·P/(ε₀κq²) = 2h₁₄ G·ξ,   G = (q̂_yq̂_z, q̂_zq̂_x, q̂_xq̂_y).

The electron has charge −e. The deformation potential adds Ξ∇·u, which is iΞq for a longitudinal mode and zero for a transverse one:

v = −2e h₁₄ G·ξ + iΞq (second term longitudinal modes only).      (7)

One part is real and the other imaginary, so |v|² is the sum of the two squares and the rates add without interference. The piezoelectric part does not depend on the magnitude of q, because the strain brings a factor q and Poisson's equation removes it. The deformation part keeps that factor.

7. The golden rule

At zero temperature the emission rate into one branch is

Γ = (2π/ħ) Σ_q |M|² δ(Δ − ħcq).

Replace the sum by Ω/(2π)³ ∫q² dq dO, where dO is the element of solid angle. The delta function contributes 1/(ħc) and fixes q = Δ/ħc. In the long-wavelength, low-field limit F → 1 and E₀² − Δ² → E₀². With q∥ = q sin θ,

Γ = (2π/ħ) · 1/(8π³) · q²/(ħc) · ħ²Δ²/E₀⁴ · ħ/(2ρcq) · (q²Λ²/2) ∫dO sin²θ |v|²

  = ħΔ²Λ²q³/(16π²ρc²E₀⁴) · ∫dO sin²θ |v|².      (8)

The numerical factor is (1/4π²)(1/2)(1/2), and the powers of q are 2 − 1 + 2 = 3.

Piezoelectric coupling. Here |v|² = 4(e h₁₄)²(G·ξ)². Define I = ∫dO sin²θ Σ(G·ξ)², with the sum over the polarizations of one branch type: one for I_L, two for I_T. Averages over the unit sphere follow from three independent unit Gaussian variables X, Y, Z. Their direction (x, y, z) is uniform on the sphere and independent of their radius R, so ⟨X^(2a) Y^(2b) Z^(2c)⟩ equals ⟨R^(2s)⟩ times the sphere average, with s = a + b + c. The left side is (2a−1)!!(2b−1)!!(2c−1)!!, and the radial weight R² exp(−R²/2) gives ⟨R^(2s)⟩ = (2s+1)!!. Hence the sphere average of x^(2a) y^(2b) z^(2c) is (2a−1)!!(2b−1)!!(2c−1)!!/(2a+2b+2c+1)!!. For longitudinal modes ξ = q̂ and G·ξ = 3q̂_xq̂_yq̂_z, so

I_L = 4π · 9 · 2 · 3/945 = 8π/35.

The sum over all three polarizations replaces (G·ξ)² by |G|². Multiplying |G|² by sin²θ = q̂_x² + q̂_y² produces four terms of type x⁴y² and two of type x²y²z²:

I_L + I_T = 4π(4·3 + 2·1)/105 = 8π/15,   I_T = 8π/15 − 8π/35 = 32π/105.

With q³ = Δ³/(ħ³c³), equation (8) becomes

Γ = (e h₁₄)² Λ² Δ⁵ I/(4π²ħ²ρc⁵E₀⁴)

for each branch type. The longitudinal coefficient is 2/(35π) and the transverse one is 8/(105π), which is 4/3 as large. Their sum is (1).

Deformation potential. Here |v|² = Ξ²q² and ∫dO sin²θ = 8π/3. The coefficient is 8π/(3·16π²) = 1/(6π), and q⁵ = Δ⁵/(ħ⁵c_L⁵) leads to (2).

The powers can now be traced. In the piezoelectric rate, Δ² comes from the cancellation, q² from the dipole coupling, q² from the density of states and 1/q from the squared phonon amplitude. Deformation coupling adds q². With one admixture term alone, the factor Δ² is missing and the laws would be B³ and B⁵; the numerical exponents confirm this.

Two numerical tests support the prefactors. Angular integration built from the strain tensor, explicit spinors and the two-term sum agrees with (1) and (2) to a relative 10⁻³ at 0.05 T for five field directions. A sum over discrete longitudinal modes in a box checks the density of states. Its shell radius is 25 grid steps and its Gaussian broadening is one step. Averaging q^k over this Gaussian raises it by about k(k − 1)/(2·25²), which is 0.5% for k = 3 and 1.6% for k = 5. These are the excesses found.

8. Finite temperature

Let N = 1/[exp(Δ/k_BT) − 1]. Emission occurs at rate Γ(N + 1) and absorption at rate ΓN. With p↑ + p↓ = 1,

dp↑/dt = −Γ(N + 1)p↑ + ΓN p↓ = −Γ(2N + 1)p↑ + ΓN.

Deviations from equilibrium therefore decay at

1/T1 = Γ(2N + 1) = Γ coth(Δ/2k_BT).      (9)

For k_BT ≫ Δ the last factor tends to 2k_BT/Δ. One power of the field is lost, and the one-phonon laws become B⁴ and B⁶. Two-phonon processes are not included and may matter as the temperature rises.

9. Worked example

The parameters are round model values: m = 0.07 m_e, E₀ = 2 meV, |g| = 0.4, α = 500 m/s, β = 1000 m/s, ρ = 5000 kg/m³, c_L = 5000 m/s, c_T = 3000 m/s, Ξ = 8 eV and h₁₄ = 10⁹ V/m. They give ℓ = 23.3 nm and mβℓ/ħ = 0.014, so the spin-orbit coupling is weak.

At 1 T the splitting is Δ = 23.15 μeV and Δ/E₀ = 0.0116. The net amplitude is 2.3% of the single admixture term. For a field along [100], Λ² = 500² + 1000² = 1.25 × 10⁶ m²/s². The transverse part of (1) is (4/3)(5/3)⁵ = 17.15 times the longitudinal part, so their sum is 18.15 longitudinal parts. In SI units, with e h₁₄ = 1.602 × 10⁻¹⁰ N and Δ = 3.710 × 10⁻²⁴ J,

Γ_pz = 2/(35π) · (1.602 × 10⁻¹⁰)² · 1.25 × 10⁶ · (0.01158)⁴ · 3.710 × 10⁻²⁴ · 18.15 / [(1.055 × 10⁻³⁴)² · 5000 · 5000⁵]
  ≈ 4.06 s⁻¹.

The ratio of (2) to (1) is

Γ_dp/Γ_pz = 35(Ξq_L)² / {12(e h₁₄)²[1 + (4/3)(c_L/c_T)⁵]}.

With q_L = 7.035 × 10⁶ m⁻¹, Ξq_L/(e h₁₄) = 0.0563, and the ratio is 35 · 0.0563²/(12 · 18.15) = 5.1 × 10⁻⁴. The deformation law thus gives 2.07 × 10⁻³ s⁻¹.

With the full form factor and denominators the rates are 3.95 s⁻¹ and 2.05 × 10⁻³ s⁻¹. These values are first order in H_SO; higher orders lower both by about 0.2% at this coupling strength. The lifetime is T1 = 0.25 s at zero temperature and 0.22 s at 0.1 K. With the piezoelectric coupling switched off it is about 490 s at zero temperature. Turning the field from [1−10] to [110] raises the rate by (1500/500)² = 9.

10. Where the power laws fail

The first correction comes from F² ≈ 1 − q²ℓ² sin²θ/2, averaged with the angular weight of the rate. For deformation coupling the mean of sin²θ is (32π/15)/(8π/3) = 4/5. For transverse piezoelectric modes the moment formula gives (96/945 − 432/10395)/(8/105) = 26/33. Hence

Γ_dp/law ≈ 1 − 0.40(q_Lℓ)²,   Γ_pz,T/law ≈ 1 − 0.39(q_Tℓ)².

The denominators add 2(Δ/E₀)², which is 0.0003 at 1 T. There q_Lℓ = 0.164 and q_Tℓ = 0.274, so the estimates are 0.99 and 0.97, in line with the full calculation. The piezoelectric law fails at a lower field here because its dominant transverse phonons have the shorter wavelength.

Full rates relative to the laws, and local field exponents:

B (T)   piezo: ratio, exponent   deformation: ratio, exponent
1       0.97, 4.94               0.99, 6.98
2       0.89, 4.78               0.96, 6.92
4       0.65, 4.15               0.85, 6.67
6       0.39, 3.23               0.69, 6.27

At 6 T the piezoelectric law overestimates the rate by a factor of about 2.6. In this range (5) should be used with F retained in the angular integral. A real dot also has a form factor for its thickness, which must be included once the phonon wavelength is only a few times that thickness.

The extrapolated laws would cross at 44 T, where q_Lℓ = 7.3. Both have failed long before that point, so the crossing does not predict a B⁷ regime for this dot. With F and the full denominators retained, the two rates of this zero-thickness model already cross near 17 T, where the deformation exponent has dropped to about 3. Without piezoelectric coupling, (2) is the whole one-phonon rate of this model at low field. It assumes a deformation potential that responds only to the change in volume. A shear deformation potential would also couple transverse phonons; its coupling is again proportional to q, so the power B⁷ stays but the prefactor can change severalfold, because the transverse part scales as 1/c_T⁷. A uniaxial term Ξ_u ε_zz with Ξ_u = Ξ and the sound speeds of section 9 would by itself give about four times the rate (2), so (2) alone should not be used for a crystal such as silicon. In a piezoelectric crystal with parameters like these, (2) describes a small addition at low field.

Direct spin-phonon coupling, charge noise and nuclear spins are also outside the model. When (1) or (2) predicts a very long lifetime, these omitted channels need a separate estimate before the number is used as T1. The numerical output gives the remaining values.

Calculated quantities

```
mass = 0.07 m_e, hbar*omega0 = 2.0 meV
|g| = 0.4, alpha = 500 m/s, beta = 1000 m/s
rho = 5000 kg/m^3, cL = 5000 m/s, cT = 3000 m/s
Xi = 8.0 eV, h14 = 1.0e+09 V/m
dot length ell = 23.33 nm
spin-orbit strength m*beta*ell/hbar = 0.0141
Matrix element, oscillator units: split/E0, exact, formula
  0.05  3.86467e-06  3.86468e-06
  0.30  2.54176e-05  2.54177e-05
zero-field doublet coupling, anharmonic dot = 8e-16
same dot, element ratio when field doubles = 2.0000
angular integral L = 0.71808, T = 0.95744
box sum / integral: piezo 1.0048, deformation 1.0160
Field exponents at 0.05 T: piezo, deformation
  zero temperature      5.000  7.000
  one admixture term    3.001  5.001
  temperature 1 K       4.000  6.000
At B = 1.0 T, field along [100]:
  Zeeman energy = 23.154 micro-eV
  Zeeman energy / hbar*omega0 = 0.01158
  net / single admixture term = 0.02289
  q_L = 7.035e+06 1/m, q_L*ell = 0.164
  q_T = 1.173e+07 1/m, q_T*ell = 0.274
  Lambda^2 = 1.250e+06 m^2/s^2
  piezo rate: law 4.0611, full 3.9487 1/s
  deformation rate: law 2.0676e-03, full 2.0460e-03 1/s
  transverse/longitudinal piezo law = 17.15
  T1 at zero temperature = 0.2531 s
  T1 at 0.1 K = 0.2208 s
  T1 without piezo coupling, T = 0: 488.7 s
  rate ratio [110] / [1-10] field = 9.000
B (T), full piezo (1/s), full/law, exponent; same for deformation
  0.5 1.260e-01 0.993 4.99; 1.611e-05 0.997 6.99
  1.0 3.949e+00 0.972 4.94; 2.046e-03 0.990 6.98
  2.0 1.162e+02 0.894 4.78; 2.538e-01 0.959 6.92
  4.0 2.683e+03 0.645 4.15; 2.867e+01 0.846 6.67
  6.0 1.221e+04 0.387 3.23; 3.987e+02 0.689 6.27
extrapolated laws would cross at 44.3 T
  there q_L*ell = 7.27
```
